The symmetrized RPA dielectric matrix at imaginary frequency: positivity and high-frequency decay

A GW or RPA calculation on the imaginary frequency axis needs, at each frequency, the inverse or the determinant of a dielectric matrix. Two choices have to be made: whether a Hermitian eigensolver or a Cholesky factorization may be used, and at what frequency the computed data may be continued by an ω⁻² tail. For a gapped ground state in a real, local potential, the theorem below settles the first choice and gives the tail its coefficient. Remark 1 shows that the onset of the tail depends on the wavelength of the field, and Remarks 2 to 4 state what fails, or is no longer proved, when locality, time-reversal symmetry or the ground-state occupation is dropped.

**Setting and assumptions**

Atomic units are used in the algebra. The system occupies a periodic box of volume Ω, and the one-electron Hamiltonian is

H = −∇²/2 + V(r),

with V real and local. The real form of H expresses time-reversal symmetry and lets all orbitals be chosen real. The lowest orbitals i are doubly occupied, the orbitals a are empty, and the smallest difference Δ = ε_a − ε_i is a gap Δ_g > 0. The density n(r) = 2 Σ_i φ_i(r)² is continuous, with maximum n_max, and vanishes at most on a set of zero volume.

The polarizability of independent electrons, with both spins counted, is

P(r,r′;iω) = 2 ∫ dω′/(2π) G(r,r′;iω′+iω) G(r′,r;iω′),

G(r,r′;iω′) = Σ_n φ_n(r) φ_n*(r′) / (iω′ + μ − ε_n),

where μ lies in the gap and ω is real. The Coulomb interaction multiplies a plane wave e^{iG·r} by 4π/G². Its square root therefore multiplies it by √(4π)/|G|. The component G = 0 is left out: each product of an occupied and an empty orbital integrates to zero by orthogonality, so P neither responds to a uniform potential nor produces a uniform charge. Define

ε̃(iω) = 1 + K(ω), K(ω) = −v^{1/2} P(iω) v^{1/2}.

**Theorem**

(a) ε̃(iω) is Hermitian and all its eigenvalues are at least 1.

(b) Number the eigenvalues λ₁ ≥ λ₂ ≥ … from the top. For ω ≠ 0,

0 < λ_k − 1 ≤ 4πn_max/ω².

(c) As |ω| grows, ω²(λ_k − 1) rises to a limit w_k, with 0 < w_k ≤ 4πn_max. In a finite basis of fields, w_k is the k-th eigenvalue of the matrix

W_GG′ = 4π (Ĝ·Ĝ′) n_{G−G′}, n_G = (1/Ω) ∫ n(r) e^{−iG·r} d³r,

where Ĝ = G/|G|. In the complete basis, w_k = 4πn_max for every fixed k.

**Lemma 1: the polarizability as a sum over pairs**

For real orbitals, with ρ_ia(r) = φ_i(r)φ_a(r),

P(r,r′;iω) = −Σ_ia [4Δ/(Δ²+ω²)] ρ_ia(r) ρ_ia(r′).

Proof. Insert the sums over orbitals m and n for the first and second G. With z = iω′ and e_n = ε_n − μ, the frequency integral is

J_mn = (1/2πi) ∫ dz 1/[(z + iω − e_m)(z − e_n)],

taken upward along the imaginary axis. The integrand falls as z⁻², so the path may be closed on either side. If m and n are both occupied or both empty, the two poles lie on one side. Closing on the other side gives zero.

If m = a is empty and n = i is occupied, closing to the left encircles z = e_i counterclockwise:

J_ai = 1/(e_i + iω − e_a) = 1/(iω − Δ).

If m = i and n = a, the pole on the left is z = e_i − iω:

J_ia = 1/(e_i − iω − e_a) = −1/(iω + Δ).

Before the orbitals are taken as real, put ρ_ia = φ_i*φ_a. The orbital products in the two cases are ρ_ia(r)ρ_ia*(r′) and its complex conjugate. Hence

P = 2 Σ_ia [ρ_ia(r)ρ_ia*(r′)/(iω − Δ) − ρ_ia*(r)ρ_ia(r′)/(iω + Δ)]. (1)

For real orbitals the two products are equal, and

1/(iω − Δ) − 1/(iω + Δ) = 2Δ/[(iω)² − Δ²] = −2Δ/(Δ² + ω²).

Multiplication by the spin factor 2 gives the lemma. ∎

**Lemma 2: the high-frequency operator**

Let b_ia = v^{1/2}ρ_ia and W = Σ_ia 4Δ |b_ia⟩⟨b_ia|. Then W has the matrix elements stated in the theorem, and

⟨f|W|f⟩ = ∫ n |∇v^{1/2}f|² d³r ≤ 4πn_max ⟨f|f⟩.

Proof. In the normalized plane waves e^{iG·r}/√Ω,

W_GG′ = [4π/(|G||G′|Ω)] Σ_ia 4Δ A_ia B_ai,

with A = e^{−iG·r} and B = e^{iG′·r}. To evaluate the sum, expand a double commutator in the complete set of orbitals:

⟨i|[A,[H,B]]|i⟩ = Σ_n (ε_n − ε_i)(A_in B_ni + B_in A_ni).

A and B multiply by functions and the orbitals are real, so A_ni = A_in and B_ni = B_in. The two terms are equal. When i is summed over the occupied orbitals, the terms with n occupied cancel in pairs, because ε_n − ε_i changes sign under exchange of i and n while A_in B_in does not. Therefore

Σ_i ⟨i|[A,[H,B]]|i⟩ = 2 Σ_ia Δ A_ia B_ai.

The commutator can also be worked out directly. The local V commutes with B, so

[H,B] = −½(∇²B) − (∇B)·∇.

The first term commutes with A. Since [A,∇] = −∇A, the second gives

[A,[H,B]] = (∇B)·(∇A) = (iG′)·(−iG) AB = G·G′ e^{−i(G−G′)·r}.

The sum in W_GG′ is thus

Σ_ia 4Δ A_ia B_ai = 2 Σ_i ⟨i|[A,[H,B]]|i⟩ = G·G′ Ω n_{G−G′},

where 2Σ_i φ_i² = n was used. Division by |G||G′|Ω and multiplication by 4π give the stated matrix.

Now write f = Σ_G f_G e^{iG·r}/√Ω. Then

∇v^{1/2}f = i√(4π) Σ_G Ĝ f_G e^{iG·r}/√Ω.

Its squared modulus, weighted with n and integrated, is Σ f_G* W_GG′ f_G′. Without the weight the integral is 4π Σ|f_G|², because |Ĝ| = 1. Replacing n by n_max gives the bound. ∎

For a uniform density, W = 4πn, the square of the plasma frequency. In general W averages the local value 4πn(r) over the region where the longitudinal field is strong.

**Proof of the theorem**

Part (a). Lemma 1 gives

K(ω) = Σ_ia [4Δ/(Δ²+ω²)] |b_ia⟩⟨b_ia|. (2)

This is Hermitian, and ⟨f|K|f⟩ is a sum of squares |⟨b_ia|f⟩|² with positive weights. Hence K ≥ 0 and ε̃ ≥ 1.

The eigenvalues can be numbered from the top for the following reason. The weights in (2) are at most 4/Δ_g. Completeness gives Σ_a |ρ_ia⟩⟨ρ_ia| ≤ φ_i², read as a multiplication operator, because the empty orbitals form part of a complete set. Summed over i, the right side is n/2. Therefore

K(ω) ≤ (4/Δ_g) v^{1/2} (n/2) v^{1/2} ≤ (2n_max/Δ_g) v. (3)

Since v = 4π/G² tends to zero for short waves, K is approximated in norm by its restrictions to finitely many plane waves. It is compact: its eigenvalues are discrete and can accumulate only at zero.

Part (b). From 4Δ/(Δ²+ω²) ≤ 4Δ/ω² follows K ≤ W/ω², and Lemma 2 gives the upper bound. For the lower bound, ⟨f|K|f⟩ = 0 would require every ⟨b_ia|f⟩ to vanish, hence ⟨f|W|f⟩ = 0. As n vanishes only on a set of zero volume, ∇v^{1/2}f would be zero. That forces f = 0.

Part (c). Equation (2) also gives

ω²K(ω) = Σ_ia [4Δ/(1 + Δ²/ω²)] |b_ia⟩⟨b_ia|,

which rises towards W as |ω| grows. By the min–max principle,

ω²(λ_k − 1) = max over S of min over f in S of ⟨f|ω²K|f⟩,

where S runs over k-dimensional subspaces and f has unit norm. Let w_k be the corresponding supremum for W. Since ω²K ≤ W, the left side never exceeds w_k. For any η > 0 there is an S on which ⟨f|W|f⟩ ≥ w_k − η. The unit sphere of S is compact, and on it the continuous functions ⟨f|ω²K|f⟩ rise to a continuous limit, so they converge uniformly. The left side therefore finally exceeds w_k − 2η. As η is arbitrary, the limit is w_k. It is positive because W > 0 on every finite-dimensional S.

In a finite field basis the supremum is the k-th eigenvalue of W. In the complete basis, take k smooth envelopes with disjoint supports, all inside a region where n ≥ n_max − η, and multiply them by e^{iQ·r}. As |Q| grows, all their important plane waves acquire the direction Q̂, so ∇v^{1/2}f tends to i√(4π) Q̂ f for every f in their span. Then ⟨f|W|f⟩ tends to 4π∫n|f|² ≥ 4π(n_max − η). Hence w_k ≥ 4πn_max, and Lemma 2 excludes a larger value. ∎

**Corollary: the screened interaction**

The matrix ε̃⁻¹ exists, and its eigenvalues lie between 0 and 1. The screened interaction v^{1/2} ε̃⁻¹ v^{1/2} is thus positive and nowhere stronger than v, as a quadratic form. An eigenvalue of ε̃⁻¹ − 1 is −(λ_k−1)/λ_k, which behaves as −w_k/ω² because λ_k → 1. A Cholesky factorization of ε̃ is allowed at every real ω.

**Remark 1: the tail is not uniform in wavelength**

By (3), a diagonal element K_GG at fixed ω tends to zero as |G| grows, while W_GG = 4πn̄ stays fixed, n̄ being the mean density. No single frequency therefore puts all waves into the ω⁻² regime. For a short wave the excitation energies cluster around the recoil energy G²/2. Setting Δ = G²/2 in the denominators of (2) gives the estimate

K_GG ≈ 4πn̄/[ω² + (G²/2)²].

For such a wave the recoil energy sets the crossover: by this estimate ω²K_GG has reached only half of 4πn̄ at ω = G²/2, 90% at three times that frequency and 99% at ten times. For short waves the tail is therefore usable only for ω well above G²/2. For a long wave G²/2 may lie below the gap, and ω must then be well above the pair energies Δ that contribute to (2). A larger field basis thus needs a higher frequency before all its eigenvalues follow ω⁻².

If the orbital basis is finite too, let Δ_max be its largest pair energy and let W be built from its pairs. Then

W/(1 + Δ_max²/ω²) ≤ ω²K ≤ W,

which gives a frequency beyond which the tail is safe for every eigenvalue.

**Remark 2: nonlocal potentials**

Part (a) uses real orbitals and positive Δ, and does not need V to be local. If V is real but nonlocal, the double commutator gains the term [A,[V,B]]. The density formula for W and the bound 4πn_max are then no longer established. Nonlocal pseudopotentials fall in this case; the coefficient of the tail must then be taken from the pair sum W = Σ_ia 4Δ |b_ia⟩⟨b_ia| and not from the density.

**Remark 3: without time-reversal symmetry**

With complex orbitals, (1) becomes

P = −2 Σ_ia [Δ(ρρ′* + ρ*ρ′) + iω(ρρ′* − ρ*ρ′)]/(Δ²+ω²),

where ρ′ stands for ρ at r′. The first part is Hermitian and the second anti-Hermitian, so ε̃ need not be Hermitian. Complex orbitals alone do not cause this: if time reversal maps every pair onto a pair with the same Δ and the conjugate density ρ*, as for Bloch states at ±k or for Kramers partners, the second part cancels in the sum and ε̃ stays Hermitian. For a normalized eigenvector f, λ = ⟨f|ε̃|f⟩. The Hermitian part of K is still positive, so Re λ ≥ 1.

The anti-Hermitian part might seem to decay as 1/ω. Its leading coefficient contains the imaginary part of

Σ_ia ρ_ia(r)ρ_ia*(r′) = γ(r′,r)[δ(r−r′) − γ(r,r′)] = ½n(r)δ(r−r′) − |γ(r,r′)|²,

with γ(r,r′) = Σ_i φ_i(r)φ_i*(r′). This is real, so the 1/ω term vanishes. From

ω/(Δ²+ω²) = 1/ω − Δ²/[ω(Δ²+ω²)],

the remainder falls as ω⁻³ in a model with finitely many sites.

A ring of three sites shows the effect. An electron hops with amplitude −t e^{±iθ}, and one pair occupies the state k = 0. The band is ε_k = −2t cos(k−θ), and the states k = ±2π/3 lie Δ_± above the occupied one. The pair density for 0 → k is e^{ikr}/3, with squared norm 1/3. The interaction is U on a site and V between sites, so it has the eigenvalue U − V on these waves. By (1), the wave k = +2π/3 receives the first term from Δ₊ and the second from Δ₋:

λ = 1 + (2/3)(U−V)[1/(Δ₊ − iω) + 1/(Δ₋ + iω)].

The wave k = −2π/3 has the conjugate eigenvalue. For t = 2 eV, U = 10 eV, V = 4 eV and θ = π/12, the gaps are 4.899 and 6.692 eV. At ω = 5 eV,

Re λ = 1 + 4 × [4.899/(4.899²+5²) + 6.692/(6.692²+5²)] = 1.784,

|Im λ| = 4 × 5 × [1/(4.899²+5²) − 1/(6.692²+5²)] = 0.122.

At 100 eV, ω³|Im λ| is 82.6 eV³, and its limit is 4 × (6.692² − 4.899²) = 83.1 eV³.

**Remark 4: outside the ground state**

If an occupied orbital lies above an empty one, that pair has Δ < 0 and enters (2) with a negative weight. Take a dimer with hopping −t, one electron pair, and the same U and V. Its two orbitals are (1,1)/√2 and (1,−1)/√2, 2t apart. The pair density (1,−1)/2 has squared norm 1/2. At ω = 0 the eigenvalue is

λ = 1 ± [4/(2t)] (U−V)/2 = 1 ± (U−V)/t.

The plus sign holds for the ground state and gives 4; the minus sign holds for the pair in the upper orbital and gives −2. A Cholesky factorization would fail there.

**Example: four electrons in a modulated box**

The box measures 8 Å along x and 4 Å along y and z, and the potential is −5 eV × cos(2πx/L), with L = 8 Å. A field varying along x cannot change the momentum along y or z. Such fields therefore form a separate block of the three-dimensional matrix, with energies Δ taken from the motion along x alone.

The lowest three energies of this motion are −2.739, 1.523 and 4.116 eV. The second lies 4.262 eV above the first, less than the 9.401 eV of the first transverse excitation. Four electrons thus fill the first two orbitals, and the gap is 2.593 eV. The mean density is 4/128 = 0.03125 Å⁻³, with a plasma energy of 6.56 eV. The maximum density is 0.0619 Å⁻³, for which the plasma energy is 9.24 eV and the bound is 4πn_max = 85.4 eV².

Fields with wave numbers 2πm/L, 0 < |m| ≤ 15, are kept. The largest eigenvalue of this block then behaves as follows. Blocks with transverse momentum are left out and can hold a larger one: at 10 eV the block with transverse wave number 2π/(4 Å) reaches ω²(λ−1) = 35.9 eV².

ω = 0: λ₁ = 3.046
ω = 10 eV: λ₁ − 1 = 0.350, ω²(λ₁−1) = 35.0 eV²
ω = 100 eV: λ₁ − 1 = 0.00784, ω²(λ₁−1) = 78.4 eV²
ω = 1000 eV: λ₁ − 1 = 0.0000840, ω²(λ₁−1) = 84.0 eV²

The limit from W in this field basis is 84.8 eV². A tail fitted at 100 eV would have a coefficient 7.5% below this limit; at 1000 eV the deficit is 0.9%. The table does not change in the digits shown when the field cutoff is raised, but the limit does: for |m| ≤ 60 it is 85.3 eV², and the deficits become 8.1% and 1.6%. Measured against 4πn_max they are 8.2%, 1.6% and 0.35% at 100, 1000 and 10⁴ eV, a fall by only about a factor of five per decade. In this field basis the smallest static eigenvalue exceeds 1 by about 1.1 × 10⁻⁵, in accord with the lower bound. This margin is set by the cutoff and shrinks towards zero as it grows, to 3 × 10⁻⁷ for |m| ≤ 30.

The shortest wave, m = 15, has the recoil energy 529 eV. At ω = 100 eV the estimate of Remark 1 predicts that its diagonal element has reached the fraction

1/[1 + (529/100)²] = 0.035

of the ω⁻² law, and the computed fraction is 0.035. For m = 1 it is 0.99.

The approach of the coefficients to their common limit can be followed through the field cutoff. The third largest eigenvalue of W, divided by 4πn_max, is 0.976 for |m| ≤ 15, 0.998 for |m| ≤ 60 and 0.9999 for |m| ≤ 240. The numerical check obtains P independently, by inverting matrices for G and integrating over frequency, and compares W from the pair sum with W from the density alone.

Calculated quantities

```
box: length 8.0 A, sides 4.0 A, 4 electrons
potential amplitude 5.0 eV; grid 61; fields |m| <= 15
lowest three orbital energies (eV): [-2.739  1.523  4.116]
gap 2.593 eV
first transverse excitation 9.401 eV
mean density 0.03125 A^-3, maximum 0.06192 A^-3
plasma energy at mean density 6.564 eV
plasma energy at maximum density 9.240 eV
bound 4 pi n_max = 85.385 eV^2
limit of w^2(lambda_max-1), |m| <= 15: 84.760 eV^2
w (eV) | lambda_max-1 | lambda_min-1 | w^2(lambda_max-1) (eV^2)
       0 | 2.04581e+00 | 1.06714e-05 | 0.000
       5 | 6.63612e-01 | 1.05376e-05 | 16.590
      10 | 3.50380e-01 | 1.02584e-05 | 35.038
      30 | 7.08442e-02 | 9.06392e-06 | 63.760
     100 | 7.84252e-03 | 6.23070e-06 | 78.425
    1000 | 8.39922e-05 | 4.75331e-07 | 83.992
   10000 | 8.47454e-07 | 5.21642e-09 | 84.745
   20000 | 2.11890e-07 | 1.30507e-09 | 84.756
exponent between the last two frequencies: -1.99982
w = 1e5 eV, w^2(lambda-1)/limit, all: 0.999990 to 0.999998
three largest limits / (4 pi n_max), by field cutoff:
  |m| <= 15: [0.99268 0.97637 0.97564]
  |m| <= 60: [0.9995  0.998   0.99794]
  |m| <= 240: [0.99997 0.99987 0.99987]
shortest wave: G^2/2 = 528.79 eV
its diagonal excess at 100 eV: 1.5074e-04, free estimate 1.4878e-04
fraction of w^-2 law at 100 eV: m=15 0.0350, m=1 0.9925
Green-function check at 10 eV, largest error: 7.4e-15
Hermiticity error at 10 eV: 2.1e-16
density sum rule, relative error: 3.1e-14
ring and dimer: t = 2.0 eV, U = 10.0 eV, V = 4.0 eV
ring phase per bond 0.26180 rad; gaps 4.8990, 6.6921 eV
ring at 5 eV: lambda = 1.78350 +/- 0.12157 i
ring: lowest eigenvalue of the Hermitian part 1.000000
ring: w^3 Im lambda at 100 eV 82.570, limit 83.138 eV^3
dimer static eigenvalues, ground state: [1. 4.]
dimer static eigenvalues, excited state: [-2.  1.]
```
